\section*{Density Matrices as Mixtures of Projectors, and the Aufbau Minimum}

\section{What symmetry fixes}

Let $F$ be a Hermitian $M\times M$ matrix with the dimension of energy, and let $D$ be a dimensionless Hermitian matrix whose eigenvalues lie in $[0,1]$ and whose trace is $N$. We seek the smallest value $m(F)$ of $\operatorname{Tr}(FD)$.

The conditions on $D$ concern its eigenvalues alone, so they are unchanged by $D\to VDV^\dagger$ with $V$ unitary. Since $\operatorname{Tr}(VFV^\dagger D)=\operatorname{Tr}(FV^\dagger DV)$, it follows that $m(VFV^\dagger)=m(F)$: the answer depends on $F$ through its eigenvalues $\varepsilon_1\le\dots\le\varepsilon_M$. It also obeys $m(aF)=a\,m(F)$ for $a>0$, and $m(F+c\mathbf 1)=m(F)+Nc$ because $\operatorname{Tr}D=N$.

These rules do not yet select a formula, but one more use of the symmetry nearly does. Let $F|j\rangle=\varepsilon_j|j\rangle$ with orthonormal $|j\rangle$, and take $V=\sum_j e^{i\theta_j}|j\rangle\langle j|$. This $V$ commutes with $F$, so $VDV^\dagger$ gives the same trace with $F$ as $D$ does. Its matrix elements are
\begin{equation}
\langle i|VDV^\dagger|j\rangle=e^{i(\theta_i-\theta_j)}\langle i|D|j\rangle .
\end{equation}
Averaging over all phases removes the elements with $i\ne j$ and keeps the diagonal ones, $d_i=\langle i|D|i\rangle$. The averaged matrix still has eigenvalues in $[0,1]$ and trace $N$. The search can therefore be restricted to matrices diagonal in the eigenbasis of $F$:
\begin{equation}
m(F)=\min\Big\{\sum_i\varepsilon_i d_i:\ 0\le d_i\le1,\ \sum_i d_i=N\Big\}.
\end{equation}
What remains is a problem of filling levels, each of which holds at most one particle.

\section{Setting and theorem}

The space is complex, of finite dimension $M$, with an orthonormal basis. $N$ is an integer with $1\le N\le M-1$; for $N=0$ or $N=M$ the sole admissible matrix is $0$ or $\mathbf 1$. For Hermitian matrices, $A\le B$ means that $B-A$ has no negative eigenvalue. Define
\begin{align}
\mathcal C_N&=\{D=D^\dagger:\ 0\le D\le\mathbf 1,\ \operatorname{Tr}D=N\},\\
\mathcal P_N&=\{P=P^\dagger=P^2:\ \operatorname{Tr}P=N\}.
\end{align}
Physically, $D$ is the density matrix of one spin. An element of $\mathcal P_N$ belongs to a single Slater determinant with $N$ occupied orbitals of that spin. The convex hull of $\mathcal P_N$ is the set of finite sums $\sum_k w_kP_k$ with $P_k\in\mathcal P_N$, $w_k\ge0$ and $\sum_kw_k=1$. A point of a convex set is extreme if it is not $tA+(1-t)B$ with $0<t<1$ and $A\ne B$ in the set.

An aufbau projector is $P=\sum_{i\le N}|i\rangle\langle i|$, built from eigenvectors of $F$ in order of increasing energy. The gap is $g=\varepsilon_{N+1}-\varepsilon_N\ge0$, and $\|A\|^2=\operatorname{Tr}(A^\dagger A)$.

\textbf{Theorem.}
\begin{enumerate}
\item[(a)] $\mathcal C_N$ is the convex hull of $\mathcal P_N$.
\item[(b)] The extreme points of $\mathcal C_N$ are the elements of $\mathcal P_N$.
\item[(c)] The minimum of $\operatorname{Tr}(FD)$ over $\mathcal C_N$ is $\varepsilon_1+\dots+\varepsilon_N$, and every aufbau projector attains it.
\item[(d)] For every $D\in\mathcal C_N$,
\begin{equation}
\operatorname{Tr}F(D-P)\ \ge\ g\,(N-\operatorname{Tr}PD)\ \ge\ \tfrac g2\|D-P\|^2 .
\label{gap}
\end{equation}
If $g>0$, the minimizer is therefore unique.
\item[(e)] If $g=0$, the minimizers are the $D\in\mathcal C_N$ that fill every level below $\varepsilon_N$ and leave every level above it empty. They include matrices that are not projectors.
\end{enumerate}

\textbf{Overlapping basis.} If the basis has overlap matrix $S$, put $D=S^{1/2}D_{\rm b}S^{1/2}$ and $F=S^{-1/2}F_{\rm b}S^{-1/2}$, where the subscript marks matrices in the original basis. The factors cancel under the trace, so $\operatorname{Tr}(FD)=\operatorname{Tr}(F_{\rm b}D_{\rm b})$. Multiplying $F_{\rm b}c=\varepsilon Sc$ by $S^{-1/2}$ gives $F(S^{1/2}c)=\varepsilon(S^{1/2}c)$. The $\varepsilon_i$ are thus the usual generalized eigenvalues, and the theorem applies to the transformed matrices.

\section{Two lemmas}

\textbf{Lemma 1.} If $A\ge0$ and $\langle v|A|v\rangle=0$, then $A|v\rangle=0$.

\textit{Proof.} $A$ has a Hermitian square root, and $0=\langle v|A|v\rangle=\|A^{1/2}v\|^2$. Hence $A^{1/2}|v\rangle=0$, and applying $A^{1/2}$ once more gives $A|v\rangle=0$.

\textbf{Lemma 2.} Let $n=(n_1,\dots,n_M)$ have entries in $[0,1]$ and integer sum $N$, and let $f$ of the entries be fractional, that is, strictly between 0 and 1. Then $n$ is a convex combination of vectors with $N$ ones and $M-N$ zeros. One vector suffices if $f=0$, and at most $f$ are needed otherwise.

\textit{Proof.} If $f=0$, $n$ is itself such a vector. The value $f=1$ cannot occur, since one fractional number plus integers is not an integer.

Let $f\ge2$, and let $k$ entries equal 1. The fractional entries sum to $N-k$, and this sum lies strictly between $0$ and $f$, so
\begin{equation}
k<N<k+f .
\end{equation}
Let $S$ be a set of positions of the $N$ largest entries. By these inequalities, $S$ contains all the ones, at least one fractional entry and no zero, and at least one fractional entry lies outside it. So $a=\min_{i\in S}n_i$ and $b=\max_{i\notin S}n_i$ are both fractional. Set
\begin{equation}
t=\min(a,1-b),\qquad n'=\frac{n-t\,1_S}{1-t},
\label{split}
\end{equation}
where $1_S$ has ones on $S$ and zeros elsewhere. Then $0<t<1$ and $n=t\,1_S+(1-t)\,n'$.

The vector $n'$ is again admissible:
\begin{itemize}
\item for $i\in S$, $t\le a\le n_i\le1$ gives $0\le n_i-t\le1-t$, so $0\le n'_i\le1$;
\item for $i\notin S$, $0\le n_i\le b\le1-t$ gives $0\le n'_i\le1$;
\item the sum of the entries is $(N-tN)/(1-t)=N$.
\end{itemize}
An entry 1 lies in $S$ and becomes $(1-t)/(1-t)=1$; an entry 0 lies outside $S$ and stays 0. If $t=a$, the smallest entry in $S$ becomes 0. If $t=1-b$, the largest entry outside becomes $b/(1-t)=1$. So $n'$ has $f'\le f-1$ fractional entries.

Repeating the step ends after finitely many rounds. For the count, use induction on $f$. If $f'=0$, two vectors suffice, and $2\le f$. Otherwise $f'\ge2$, and at most $1+f'\le f$ vectors are needed.

\section{Proof of (a) and (b)}

\textbf{Part (a).} Let $D=\sum_kw_kP_k$ be in the hull. Then $D$ is Hermitian and $\operatorname{Tr}D=N\sum_kw_k=N$. For a unit vector $v$, $\langle v|D|v\rangle$ is a weighted average of the numbers $\langle v|P_k|v\rangle\in[0,1]$, so $0\le D\le\mathbf 1$.

Conversely, let $D\in\mathcal C_N$ have the spectral form $D=\sum_in_i|u_i\rangle\langle u_i|$. Lemma 2 gives $n=\sum_kw_k1_{S_k}$, and therefore
\begin{equation}
D=\sum_kw_kP_k,\qquad P_k=\sum_{i\in S_k}|u_i\rangle\langle u_i| .
\end{equation}
Each $P_k$ projects onto $N$ orthonormal vectors, so it lies in $\mathcal P_N$. At most $M$ projectors are needed, and they all commute with $D$.

The assumption that $N$ is an integer is essential. For fractional $N$ no projector has trace $N$, so $\mathcal P_N$ is empty, while $\mathcal C_N$ still contains $(N/M)\mathbf 1$ for $0<N<M$.

\textbf{Part (b).} Let $P\in\mathcal P_N$ and $P=tA+(1-t)B$ with $0<t<1$ and $A,B\in\mathcal C_N$. For a unit vector $v$ in the range of $P$,
\begin{equation}
1=t\langle v|A|v\rangle+(1-t)\langle v|B|v\rangle .
\end{equation}
Neither expectation value exceeds 1, so both equal 1. Lemma 1 applied to $\mathbf 1-A\ge0$ gives $A|v\rangle=|v\rangle$. For $v$ in the kernel of $P$ the left side is 0, both expectation values vanish, and Lemma 1 gives $A|v\rangle=0$. Range and kernel together span the space, so $A=P$. The same argument gives $B=P$, and $P$ is extreme.

If $D\in\mathcal C_N$ is not a projector, it has a fractional eigenvalue, and hence at least two, $n_i$ and $n_j$. Let $X=|u_i\rangle\langle u_i|-|u_j\rangle\langle u_j|$ and $\delta=\min(n_i,1-n_i,n_j,1-n_j)>0$. Both $D+\delta X$ and $D-\delta X$ lie in $\mathcal C_N$, and $D$ is their midpoint. So $D$ is not extreme.

\textbf{Remark on extrapolation.} Let $P\in\mathcal P_N$, $D\in\mathcal C_N$, $D\ne P$ and $\delta>0$. The matrix $Q=P+\delta(P-D)$ lies outside $\mathcal C_N$. Otherwise $P=(Q+\delta D)/(1+\delta)$ would be a proper mixture of two different members. Since $\operatorname{Tr}Q=N$, it is the eigenvalue condition that fails.

\section{Proof of (c), (d) and (e)}

With $d_i=\langle i|D|i\rangle\in[0,1]$ in the eigenbasis of $F$,
\begin{align}
\operatorname{Tr}F(D-P)&=\sum_i\varepsilon_id_i-\sum_{i\le N}\varepsilon_i
=\sum_{i>N}\varepsilon_id_i-\sum_{i\le N}\varepsilon_i(1-d_i),\\
0=\operatorname{Tr}(D-P)&=\sum_{i>N}d_i-\sum_{i\le N}(1-d_i).
\label{count}
\end{align}
Subtract $\mu$ times the second line from the first, with any $\mu$ in $[\varepsilon_N,\varepsilon_{N+1}]$:
\begin{equation}
\operatorname{Tr}F(D-P)=\sum_{i>N}(\varepsilon_i-\mu)\,d_i+\sum_{i\le N}(\mu-\varepsilon_i)(1-d_i).
\label{excess}
\end{equation}
Every term is nonnegative, so $\operatorname{Tr}(FD)\ge\operatorname{Tr}(FP)=\varepsilon_1+\dots+\varepsilon_N$. This proves (c). The first sum in (\ref{excess}) is the cost of particles above $\mu$, and the second is the cost of holes below it.

For (d), call the number of displaced particles $q$. By (\ref{count}),
\begin{equation}
q=\sum_{i>N}d_i=\sum_{i\le N}(1-d_i)=N-\operatorname{Tr}PD .
\end{equation}
In (\ref{excess}), $\varepsilon_i-\mu\ge\varepsilon_{N+1}-\mu$ in the first sum and $\mu-\varepsilon_i\ge\mu-\varepsilon_N$ in the second. Hence
\begin{equation}
\operatorname{Tr}F(D-P)\ge(\varepsilon_{N+1}-\mu)q+(\mu-\varepsilon_N)q=gq .
\end{equation}
The eigenvalues of $D$ satisfy $n_i^2\le n_i$, so $\operatorname{Tr}D^2\le N$ and
\begin{equation}
\|D-P\|^2=\operatorname{Tr}D^2-2\operatorname{Tr}PD+\operatorname{Tr}P\le2N-2\operatorname{Tr}PD=2q .
\end{equation}
This gives (\ref{gap}). If $g>0$ and $D$ is a minimizer, the left side of (\ref{gap}) is zero and $D=P$. The constants cannot be improved: replacing $|N\rangle$ by $|N+1\rangle$ in $P$ gives excess $g$, $q=1$ and $\|D-P\|^2=2$, so both inequalities become equalities.

For (e), $g=0$ forces $\mu=\varepsilon_N=\varepsilon_{N+1}$. The right side of (\ref{excess}) vanishes if and only if $d_i=0$ whenever $\varepsilon_i>\mu$ and $d_i=1$ whenever $\varepsilon_i<\mu$. By Lemma 1, applied to $D$ and to $\mathbf 1-D$, this means $D|i\rangle=0$ and $D|i\rangle=|i\rangle$ respectively. Being Hermitian, $D$ then maps the degenerate eigenspace into itself. With $P_<$ the projector on the $n_<$ levels below $\mu$,
\begin{equation}
D=P_<+D_0,\qquad 0\le D_0\le\mathbf 1,\qquad \operatorname{Tr}D_0=N-n_<,
\end{equation}
where $D_0$ acts within the degenerate eigenspace. Every such $D$ is a minimizer. The degenerate level is partly filled, so $D_0$ may be a fractional multiple of the identity there, and $D$ is then not a projector. This completes the proof.

A four-site ring with hopping $0.5$ eV, no repulsion and $N=2$ has levels $-1,0,0,1$ eV. Filling the lowest level and half-filling each of the two at zero gives $\operatorname{Tr}(FD)=-1$ eV, the minimum. Yet $\operatorname{Tr}(D-D^2)=2(\tfrac12-\tfrac14)=0.5$, whereas a projector would give zero.

\textbf{Remark on the eigenvalue bounds.} If both bounds in $0\le D\le\mathbf 1$ are dropped, there is no minimum unless all levels coincide. (Keeping only $D\ge0$ would leave the minimum $N\varepsilon_1$, with all particles in the lowest level.) Adding $x(|1\rangle\langle1|-|M\rangle\langle M|)$ to $P$ keeps the trace and changes the energy by $-x(\varepsilon_M-\varepsilon_1)$, which has no lower bound as $x$ grows.

\section{Consequences for damping}

Optimal damping, EDIIS and ADIIS combine density matrices with nonnegative coefficients that sum to 1. Since $\mathcal C_N$ is convex, the result stays in $\mathcal C_N$. Coefficients of mixed sign carry no such guarantee, as the remark on extrapolation shows.

Consider a closed-shell mean-field energy
\begin{equation}
E(D)=2\operatorname{Tr}(hD)+\operatorname{Tr}\big(D\,G(D)\big),\qquad F(D)=h+G(D),
\end{equation}
where $h$ is the one-electron matrix, the factor 2 counts spins, and $G$ is linear with $\operatorname{Tr}(AG(B))=\operatorname{Tr}(BG(A))$. Hartree--Fock has this form. Kohn--Sham energies with a local or gradient-corrected exchange-correlation term do not: for them the statements below about the initial slope $s$ still hold, but the energy along the segment is not a quadratic and the formula for the best step is only an estimate. Let $P$ be an aufbau projector of $F(D)$ and $\Delta=P-D$. Expanding along the segment from $D$ to $P$, and using the symmetry of $G$ to join the two cross terms, gives
\begin{align}
E(D+\lambda\Delta)&=E(D)+s\lambda+c\lambda^2,\label{line}\\
s&=2\operatorname{Tr}(h\Delta)+2\operatorname{Tr}(\Delta G(D))=2\operatorname{Tr}(F\Delta),\\
c&=\operatorname{Tr}(\Delta G(\Delta)).
\end{align}
By (c), $s\le0$. Moreover, among all targets $D'\in\mathcal C_N$, $P$ gives the lowest initial slope $2\operatorname{Tr}F(D'-D)$. If $s=0$, $D$ already minimizes the trace with its own $F$, and (d) or (e) describes its occupations.

The theorem controls the slope but not the full step, because $F$ is held fixed in it while the true $F$ changes with $D$. The full step changes the energy by $s+c$, which is positive when $c>-s$. For $s<0$, the derivative $s+2c\lambda$ is negative at $\lambda=0$. If $s+2c\le0$, it does not become positive on $[0,1]$, and the best step is $\lambda=1$. Otherwise the best step is its zero,
\begin{equation}
\lambda_*=-\frac{s}{2c},\qquad E(D+\lambda_*\Delta)=E(D)-\frac{s^2}{4c}.
\label{opt}
\end{equation}

\section{A four-site chain}

Take an open chain with two electron pairs ($N=2$), hopping elements $-0.5$ eV between neighbours, zero site energies and $G(D)=U\operatorname{diag}(D)$ with $U=4$ eV. Start from a diagonal $D$ with occupations $(0.95,0.70,0.25,0.10)$.

\textbf{Decomposition.} The two largest entries are on sites 1 and 2, so (\ref{split}) gives $t=\min(0.70,\,1-0.25)=0.70$ and $n'=(\tfrac56,0,\tfrac56,\tfrac13)$, with weight $0.30$ left. Next, $S=\{1,3\}$ and $t=\min(\tfrac56,\tfrac23)=\tfrac23$. This contributes weight $0.20$ and leaves $(\tfrac12,0,\tfrac12,1)$ with weight $0.10$. The last round splits this equally between sites $\{1,4\}$ and $\{3,4\}$. Four fractional entries have produced four projectors.

The diagonal of $F$ is $U$ times the occupations, $(3.8,2.8,1.0,0.4)$ eV. The four projectors have traces $6.6$, $4.8$, $4.2$ and $1.4$ eV with $F$, and
\begin{equation}
0.70(6.6)+0.20(4.8)+0.05(4.2)+0.05(1.4)=5.86\ \text{eV}=\operatorname{Tr}(FD).
\end{equation}

\textbf{Minimum.} The levels of $F$ are $0.0924$, $1.1647$, $2.7227$ and $4.0202$ eV. The minimum is $0.0924+1.1647=1.257$ eV, or $2.014\times10^{-19}$ J. It lies below the best site projector, $1.4$ eV, because the eigenvectors of $F$ are not confined to single sites.

The excess of $D$ is $5.860-1.257=4.603$ eV. To check (\ref{excess}), use $d=(0.1468,0.2408,0.7061,0.9063)$ and the mid-gap value $\mu=1.9437$ eV. In eV, the particle and hole terms are
\begin{align}
0.7790(0.7061)+2.0765(0.9063)&=2.432,\\
1.8513(0.8532)+0.7790(0.7592)&=2.171,
\end{align}
which add to $4.603$. With $g=1.558$ eV, $q=1.612$ and $\|D-P\|^2=2.690$, the two lower bounds in (\ref{gap}) are $2.512$ and $2.095$ eV. The first falls short of the excess by $(\varepsilon_4-\varepsilon_3)d_4+(\varepsilon_2-\varepsilon_1)(1-d_1)=2.091$ eV, because a little over half of the displaced charge involves the outer levels rather than the two at the gap. The second is lower by a further $\tfrac g2\operatorname{Tr}(D-D^2)=0.417$ eV, because $D$ is not a projector.

\textbf{Damping.} The slope is $s=-2(4.603)=-9.206$ eV, and $c=U\sum_i\Delta_{ii}^2=10.160$ eV. The starting energy is $E(D)=U\sum_iD_{ii}^2=5.860$ eV; it equals $\operatorname{Tr}(FD)$ here because $D$ is diagonal and $h$ has zero diagonal. From (\ref{line}) and (\ref{opt}),
\begin{align}
E(P)&=5.860-9.206+10.160=6.814\ \text{eV},\\
\lambda_*&=\frac{9.206}{2(10.160)}=0.453,\\
E(D+\lambda_*\Delta)&=5.860-\frac{(9.206)^2}{4(10.160)}=3.775\ \text{eV}.
\end{align}
The full aufbau step raises the energy by $0.954$ eV although the initial slope is negative: the repulsion term $c$, created by the displaced charge itself, outweighs the linear gain. The optimal step lowers the energy by $2.085$ eV.

The damped matrix has eigenvalues $0.3453$, $0.5074$, $0.5189$ and $0.6285$, so it lies in $\mathcal C_N$ but is far from a projector. Going beyond $P$ to $P+0.2(P-D)$ gives eigenvalues $-0.190$, $-0.133$, $1.143$ and $1.180$, which are not admissible occupations.

The numerical check tests the minimum with a projected-gradient search over $\mathcal C_N$. Each cycle diagonalizes $D-\eta F$ with a large step $\eta$, a matrix close to a multiple of $F$, so this is a consistency check rather than a route free of diagonalization. The slope and the optimal step are tested by direct evaluation of $E$.

\section*{Calculated quantities}
\begin{verbatim}
hopping = 0.5 eV, repulsion U = 4.0 eV, N = 2
site occupations of D: [0.95, 0.7, 0.25, 0.1]
diagonal of F (eV): [3.8 2.8 1.  0.4]
weight 0.70, sites [1, 2], Tr(F P_k) = 6.6000 eV
weight 0.20, sites [1, 3], Tr(F P_k) = 4.8000 eV
weight 0.05, sites [1, 4], Tr(F P_k) = 4.2000 eV
weight 0.05, sites [3, 4], Tr(F P_k) = 1.4000 eV
weighted average of Tr(F P_k) = 5.8600 eV
Tr(F D) = 5.8600 eV
levels of F (eV): [0.0924 1.1647 2.7227 4.0202]
gap g = 1.5581 eV
sum of two lowest levels = 1.257102 eV
the same minimum = 2.0141e-19 J
minimum from projected gradient = 1.257102 eV
occupations d_i of the levels of F: [0.1468 0.2408 0.7061 0.9063]
mid-gap mu = 1.9437 eV
excess from levels above mu = 2.4319 eV
excess from levels below mu = 2.1710 eV
Tr F(D-P) = 4.6029 eV
N - Tr(P D) = 1.6124
g (N - Tr P D) = 2.5122 eV
||D-P||^2 = 2.6898
(g/2) ||D-P||^2 = 2.0954 eV
slope dE/dlambda at 0 = -9.2058 eV
slope from finite difference = -9.2058 eV
coefficient of lambda^2 = 10.1602 eV
optimal step lambda = 0.4530
E at lambda = 0: 5.8600 eV
E at lambda = 1: 6.8144 eV
E at optimal lambda: 3.7747 eV
eigenvalues of damped D: [0.3453 0.5074 0.5189 0.6285]
eigenvalues of P + 0.2(P-D): [-0.1897 -0.1333  1.1433  1.1797]
ring levels (eV): [-1.  0.  0.  1.]
ring minimum, projected gradient = -1.0000 eV
ring Tr(F D), half-filled pair = -1.0000 eV
ring Tr(D - D^2) of that D = 0.5000
largest hull rebuilding error = 2.9e-15
largest solver deviation, random F = 1.8e-15
\end{verbatim}
